# Dark chalcogen sites in STM: vacancy or substitutional oxygen?

**The argument under review.** A manuscript reports constant-current scanning tunnelling images of a monolayer MX$_2$ semiconductor, where M is a metal and X a chalcogen. Some X sites appear as depressions. The authors reason as follows: a depression means that the atom is missing; a missing chalcogen leaves broken metal bonds; broken bonds give deep levels; so the density of depressions is the density of deep traps.

The third step can hold under conditions given below, although the depth of the levels depends on the material. The first step does not hold, because the tip follows a contour of electronic density within an energy window and does not detect nuclei. The question is whether an occupied site can look equally dark and yet leave the gap empty. Oxygen substituted for X is the case to examine.

## A model that contains both defects

Each X atom has three M neighbours and each M atom six X neighbours. Let every M–X bond join one metal hybrid orbital, of energy $e_M$, to one chalcogen p orbital, of energy $e_X$, through a matrix element $-t$. The orbitals are orthonormal. A matrix $W$ couples hybrids to each other: by $w<0$ if they face the same X atom, by $u<0$ if they sit on the same M atom. This is a one-electron model without self-consistency or spin–orbit coupling.

If $x$ is an eigenvalue of $W$, the perfect layer has levels obeying $(e_M+x-E)(e_X-E)=t^2$, so

$$E_\pm(x)=\frac{e_M+x+e_X}{2}\pm\sqrt{\left(\frac{e_M+x-e_X}{2}\right)^2+t^2}.$$

Both branches rise with $x$. Three mutually coupled hybrids around an X atom contribute $2w$ or $-w$, and six on an M atom contribute $5u$ or $-u$. Hence $x$ lies between $x_{\min}=2w+5u$ and $x_{\max}=-w-u$. The uniform vector attains the lower limit. The upper one needs amplitudes that sum to zero on every atom, which is three conditions on six amplitudes per cell, so solutions exist.

I take $e_M=0.5$, $e_X=0$, $t=1.4$, $w=-0.2$ and $u=-0.1$ eV. Then $x_{\min}=-0.9$ eV and $x_{\max}=0.3$ eV, and the valence and conduction edges are

$$E_v=E_-(x_{\max})=0.4-\sqrt{0.16+1.96}=-1.056\ \text{eV},$$
$$E_c=E_+(x_{\min})=-0.2+\sqrt{0.04+1.96}=1.214\ \text{eV}.$$

## Counting levels in the gap

Let there be $N$ bonds, let $D$ be the diagonal matrix of p energies and $T$ that of couplings. For hybrid amplitudes $h$ and p amplitudes $p$, the quadratic form of $H-E$ is

$$h^\dagger(e_M+W-E)h-h^\dagger Tp-p^\dagger Th+p^\dagger(D-E)p.$$

Substituting $p=q+(D-E)^{-1}Th$ removes the cross terms and leaves $q^\dagger(D-E)q+h^\dagger S(E)h$, with

$$S(E)=e_M+W-E+T(E-D)^{-1}T.$$

An invertible change of variables preserves the number of negative directions. The number of levels below $E$ is therefore the number of p energies below $E$ plus the number of negative eigenvalues of $S(E)$. Levels above $E$ are counted in the same way with positive signs.

For the perfect layer the edge equations give $S(E_c)=W-x_{\min}$, which has no negative eigenvalue, and $S(E_v)=W-x_{\max}$, which has no positive one.

**Vacancy.** Remove the three p orbitals of one X atom, and let $P$ project on the three hybrids left without partners. Take $E_v<e_X<E_c$, as here. At the conduction edge

$$S(E_c)=W-x_{\min}-\frac{t^2}{E_c-e_X}P.$$

The last term has rank three, so at most three eigenvalues are negative. Within the space of the three dangling hybrids the matrix is $e_M+W-E_c$. These hybrids sit on different metals, so $u$ drops out, and their bare levels are

$$e_M+2w=0.1\ \text{eV}\ (a_1),\qquad e_M-w=0.7\ \text{eV}\ (e,\ \text{twofold}).$$

Both lie below $E_c$, so there are three negative eigenvalues. Adding the $N-3$ remaining p energies gives $N$ levels below $E_c$.

At $E_v$ the missing term has the opposite sign. Because the bare levels lie above $E_v$, there are three positive eigenvalues, and hence $N$ levels above $E_v$. Every one of the $2N-3$ levels is below $E_c$ or above $E_v$, so the number that are both is

$$N+N-(2N-3)=3.$$

The condition that the bare levels lie in the gap is sufficient for three gap levels, but it does not make them all deep. With $e_M=1.55$ eV it is met, yet the $e$ pair lies only 0.10 eV below $E_c$. The condition can also fail. With $e_M=3$ eV, $E_c=1.05+1.75=2.80$ eV, while the bare $e$ level is at 3.2 eV. Diagonalization then finds one gap state.

To place the levels, penalize a p combination $|c\rangle$ of the site by an energy $U$. A new level obeys $1=UG_c(E)$, where $G_c(E)=\sum_n|\langle c|n\rangle|^2/(E-E_n)$ is built from the perfect layer's states $n$. Removing the orbital means $U\to\infty$, hence $G_c(E)=0$. Symmetry separates the $a_1$ and $e$ combinations. The zeros are at 0.098 and 0.678 eV, in agreement with direct diagonalization of the vacancy. The $e$ pair is 0.54 eV below $E_c$.

A neutral X atom supplies four of the six electrons in its bonds. The vacancy layer thus has $2N-4$ electrons, of which $2(N-3)$ fill the levels up to $E_v$. Two remain: they fill $a_1$ and leave $e$ empty.

**Oxygen.** Oxygen restores the four electrons and the three p orbitals, now with energy $e_O<E_v$ and coupling $t_O$. At the conduction edge

$$S(E_c)=W-x_{\min}+\delta P,\qquad \delta=\frac{t_O^2}{E_c-e_O}-\frac{t^2}{E_c-e_X}.$$

If $\delta\ge0$, no eigenvalue is negative and $N$ levels lie below $E_c$. At $E_v$, the $N-3$ chalcogen p energies lie above the edge, and $S(E_v)$ differs from $W-x_{\max}$ by a positive term of rank three. At most $N$ levels therefore lie above $E_v$. The total is $2N$, so the overlap is at most $N+N-2N=0$: the gap is empty.

If $\delta<0$, the normalized uniform vector gives $S(E_c)$ the expectation value $3\delta/N<0$, so at least $N+1$ levels lie below $E_c$. Within the three hybrids, $S(E_v)$ is $e_M+W-E_v+t_O^2/(E_v-e_O)$, which is positive, so $N$ levels lie above $E_v$. At least one level is then in the gap. For oxygen below the valence edge, and with these bare levels, the gap of the periodic supercell is empty if and only if

$$t_O\ge t\sqrt{\frac{E_c-e_O}{E_c-e_X}}.$$

With $e_O=-1.5$ eV the threshold is $1.4\sqrt{2.714/1.214}=2.093$ eV. I use $t_O=2.2$ eV, only about 5% above it. With $t_O=t$, a level appears at 0.884 eV, 0.33 eV below $E_c$. Equal valence alone is therefore insufficient: the deeper oxygen orbital must also bind strongly enough to push the antibonding levels out of the gap. The criterion was tested for 20 random oxygen energies between $-4.0$ eV and $E_v-0.1$ eV, in a 3 × 3 cell. Couplings 2% above threshold gave no gap state, and couplings 2% below gave at least one. Just below threshold the level is very shallow and its depth shrinks with cell size: for $e_O=-1.5$ eV and a coupling 2% below, it lies about 2 meV below $E_c$ in a 3 × 3 cell, 0.3 meV in 8 × 8 and 0.01 meV in 48 × 48. A depth of 0.1 eV needs $t_O\approx1.7$ eV, so the criterion marks an empty gap, not the onset of deep traps.

## What the tip records

In the Tersoff–Hamann approximation the current is proportional to $\sum_n|\psi_n(\mathbf r)|^2$ over the states in the bias window. I give each orbital a tail $e^{-\kappa d}/d$ times an angular factor, with $d$ its distance from the tip. The factor is $\cos\theta$ for a p orbital and $(1+\cos\theta)/2$ for a hybrid, with $\theta$ the angle between the orbital's axis and the direction to the tip; all tails are given the same prefactor, which is a choice rather than a result. A work function of 5 eV gives $\kappa=\sqrt{2m\phi}/\hbar=1.146$ Å$^{-1}$. The tip starts 5 Å above the X plane, and oxygen sits 0.5 Å lower than the atom it replaces. The Fermi level is held at 0.388 eV for both defects, midway between $a_1$ and $e$.

The apparent height $\Delta z$ over the site solves $I_{\rm def}(z_0+\Delta z)=I_{\rm clean}(z_0)$. If the current falls roughly as $e^{-2\kappa z}$, then

$$\Delta z\approx\frac{1}{2\kappa}\ln\frac{I_{\rm def}(z_0)}{I_{\rm clean}(z_0)}.$$

Biases are those of the sample, so negative values probe filled states. At $-2.2$ V the current ratios are 0.439 for the vacancy and 0.408 for oxygen. The estimate gives $\ln(0.439)/2.292=-0.36$ Å and $\ln(0.408)/2.292=-0.39$ Å; the full solution gives the same rounded values. The occupied site is as dark as the empty one.

At this bias the cause is mainly energetic. The window reaches down to $0.388-2.2=-1.81$ eV and contains the whole valence band, which starts at $-1.61$ eV. The oxygen bonding levels, at $-3.05$ and $-2.87$ eV, lie below it. The symmetric combination of the site's p orbitals has weight 0.52 in the window for the chalcogen but only 0.005 for oxygen. Oxygen held artificially at the chalcogen's height still gives $-0.37$ Å. Height alone would also darken the site, since an unchanged chalcogen lowered by 0.5 Å gives $-0.28$ Å, but for oxygen little weight is left for the lowering to remove. With the same fixed $\kappa$ for all states, height matters more once the window includes those levels: at $-4.0$ V, lowered oxygen gives $-0.23$ Å, while oxygen at the chalcogen's height gives a protrusion of 0.09 Å. Deeper states in fact face a higher barrier and decay faster, so a fixed $\kappa$ overstates their weight, and with $\kappa$ set by each state's energy the protrusion becomes a depression of $-0.21$ Å.

The likeness is not an identity. At $+1.5$ V the vacancy gives $-0.51$ Å and oxygen $-0.28$ Å. Letting $\kappa$ depend on each state's energy changes the filled-state values to $-0.28$ Å and $-0.41$ Å. This still assumes a flat barrier. Lowering its mean height by half the bias, 1.1 eV, gives $-0.18$ Å for the vacancy and $-0.37$ Å for oxygen. Both sites remain dark, but which is darker depends on bias, and the tunnelling approximation can alter the difference between them by more than 0.1 Å. The relative size of the tails matters as much. At $-2.2$ V with fixed $\kappa$, halving the metal tails gives $-0.43$ Å for both sites, doubling them gives $-0.16$ Å for the vacancy and $-0.28$ Å for oxygen, and quadrupling them turns the vacancy into a 0.17 Å protrusion while oxygen stays at $-0.08$ Å.

## The measurement that separates them

At $+0.6$ V the window ends at 0.988 eV, below $E_c$. The perfect layer and the oxygen site have no states there, whereas the vacancy has its $e$ pair. At a point 0.91 Å off centre, towards a neighbouring metal atom, the vacancy signal is $3.2\times10^{-3}$ of the perfect layer's current at $-2.2$ V. A vacancy is thus not dark at every bias.

The spectrum must not be taken at the centre alone. A threefold rotation multiplies suitable $e$ states by $e^{\pm2\pi i/3}$, but leaves a point on the axis where it is. The wavefunction there equals itself times a factor other than one, so it vanishes. A spectrum taken over the middle of the depression at positive bias only could miss the empty vacancy levels and wrongly suggest oxygen. The filled $a_1$ level has no such node, so negative bias can reveal it at the centre, unless other filled states cover it.

## How far this carries to real layers

The lattice constant (3.16 Å), half thickness (1.56 Å) and gap (2.27 eV) are in the rough range of monolayer MoS$_2$; the couplings are round choices. A serious omission is the metal d states that take no part in the bonds. A filled, largely nonbonding band of them forms the real valence edge, and empty ones form the real conduction edge. If a filled band were added without coupling to the defect, it would cover $a_1$ on rising 1.15 eV above the model's $E_v$, and the $e$ pair on rising 1.73 eV. An empty band would cover the $e$ pair on reaching 0.54 eV below the model's $E_c$. The model's level positions are therefore not predictions for MoS$_2$, and the d band's own tunnelling current could change the depths. Density-functional calculations for sulfur-site oxygen in MoS$_2$ do find the gap free of deep levels, which is consistent with the strong-coupling side of the criterion but does not test it.

Relaxation around the vacancy would change $w$ locally. Halving or doubling it keeps three gap states but moves $a_1$ to 0.29 or $-0.29$ eV, and $e$ to 0.58 or 0.87 eV. At the oxygen site, halving $w$ leaves the gap empty. Strengthening it by more than about 42% brings a level below $E_c$, but even doubling it leaves that level within 0.01 eV of the edge. Thermal broadening at 77 K, about 23 meV, is small beside the depth of the $e$ pair.

Real junctions also break the assumption that all the voltage falls in the vacuum. For a layer on a metal, with rough thickness 6 Å and permittivity 6, the layer takes a fraction $(6/6)/(6/6+5)=1/6$ of the bias if the whole 5 Å between the X plane and the tip counts as vacuum. That is 0.37 V across the whole layer at $-2.2$ V. The metal plane lies halfway through the layer, so for a linear drop the levels there shift by about 0.18 eV relative to the substrate's Fermi level. Measured from these levels, the lower window edge moves from $-1.81$ to about $-1.63$ eV, close to the bottom of the valence band, and the upper edge from 0.39 to about 0.57 eV. The upper edge is then only about 0.11 eV below the vacancy's empty $e$ pair. A 6 Å layer, however, extends about 1.4 Å above the X plane. With the vacuum narrowed to 3.6 Å, the fraction is 0.22 and the edges are about $-1.57$ and 0.63 eV. The window then misses the lowest valence states, the depths with fixed $\kappa$ become $-0.34$ Å for the vacancy and $-0.37$ Å for oxygen, and the margin below the $e$ pair shrinks to 0.05 eV. A larger drop in the layer could let the substrate charge the vacancy during imaging, which this model does not treat. Bias values should therefore not be read directly as level energies.

**Recommendation.** The depressions should be reported as chalcogen-site defects of undetermined identity. Spectra should be taken on and off centre, at biases within the gap. Gap levels alone would not prove a vacancy: in the model, oxygen with $t_O=t$ is also dark at $-2.2$ V and has one. Its empty level gives a signal at the centre, whereas the vacancy's empty pair does not, so an empty level seen only off centre would favour a vacancy over such oxygen. The absence of gap levels would favour strongly coupled oxygen over a vacancy if the vacancy levels are known to fall within the range scanned and the signal is above the noise, but it would not exclude other substituents. Until then, the density of depressions is not a measured density of deep traps. The numerical output below gives the remaining values.

## Calculated quantities

```
Inputs eM, eX, t, w, u: 0.5, 0.0, 1.4, -0.2, -0.1 eV
Oxygen inputs eO, tO: -1.5, 2.2 eV
Lattice constant, half thickness: 3.16, 1.56 angstrom
Oxygen lowering, tip height z0: 0.5, 5.0 angstrom
Work function: 5.0 eV; kappa: 1.146 1/angstrom
Supercell: 8 x 8 cells, 384 bonds
Hybrid coupling range: -0.90 to 0.30 eV
Band edges Ev, Ec: -1.056, 1.214 eV; gap 2.270 eV
Outer band limits: -1.614, 1.856 eV
Bare dangling levels a1, e: 0.100, 0.700 eV
Vacancy levels a1, e (twofold): 0.098, 0.678 eV
Green-function zeros a1, e: 0.098, 0.678 eV
a1 and e above Ev: 1.154, 1.734 eV
e below Ec: 0.536 eV
Electrons left in vacancy gap levels: 2
Gap states, vacancy / oxygen: 3 / 0
Threshold oxygen coupling: 2.093 eV
Oxygen with tO = t: 1 gap state(s), lowest 0.884 eV, 0.331 eV below Ec
Random oxygen energies tested on both sides: 20
Ionic case eM = 3.0 eV: 1 vacancy gap state(s)
Fermi level used: 0.388 eV
Biases filled, empty, wide, gap: -2.2, 1.5, -4.0, 0.6 V
Filled current ratio, vacancy / oxygen: 0.439 / 0.408
Filled height, vacancy / oxygen: -0.358 / -0.390 angstrom
Logarithm estimate, vacancy / oxygen: -0.359 / -0.391 angstrom
Empty height, vacancy / oxygen: -0.505 / -0.284 angstrom
Oxygen bonding levels: [-3.048, -2.866, -2.866] eV
Filled height, oxygen kept at S height: -0.371 angstrom
Wide-window height, oxygen lowered / at S height: -0.226 / 0.088 angstrom
Off-centre tip displacement: 0.912 angstrom
Gap signal / clean filled current, vacancy: 3.17e-03
Gap signal / clean filled current, oxygen: 0.00e+00
Vacancy gap signal, centre / off centre: 2.2e-20
Energy-dependent decay, filled height vacancy / oxygen: -0.283 / -0.408 angstrom
Vacancy levels, local w halved: [0.292, 0.583, 0.583] eV
Vacancy levels, local w doubled: [-0.292, 0.866, 0.866] eV
6 x 6 versus 8 x 8 cell: level change 0.00 meV, height change 0.0000 angstrom
Thermal width 3.5 kT at 77 K: 23.2 meV
Rough spin-orbit splitting / e depth: 0.09
Rough layer thickness, permittivity: 6.0 angstrom, 6.0
Rough voltage fraction in layer: 0.167; at filled bias 0.37 V, at gap bias 0.10 V
```
